# Which way do vacancies flow near a void under tension?

## Question

I am trying to understand stress migration in a metal interconnect. The line is held in tension by its surroundings, and a void sits at one end. Tension makes it easier to form a vacancy, so the equilibrium vacancy concentration is largest where the tension is largest. I therefore concluded that vacancies migrate toward the greatest tension.

But the void surface carries almost no tension, and the void grows. If vacancies collect in the tense part of the line, what feeds the void? Which way do the vacancies and the atoms move, what must be assumed, and how fast does the void grow in a realistic line?

## Answer

Your statement about the concentration is right, but the conclusion about the flow does not follow. When vacancies are in local equilibrium with the boundaries that create and absorb them, they flow from high tension to low tension, and hence to the void. Atoms go the other way. The high concentration in the tense region is set by equilibrium with the local boundaries, which create new vacancies wherever they drain away, not by migration into it.

### What tension does to the concentration

Count tension as positive. Two stresses matter: \(\sigma_n\), the normal traction on boundaries where atoms can be inserted, and \(\sigma_h\), the mean stress in the crystal. Let \(\Omega\) be the atomic volume and \(V_{\rm rel}\) the volume change when the atoms around a new vacancy relax. It is negative if they relax inward.

To form a vacancy, take an atom from its site and insert it at a boundary. The insertion pushes the two grains apart by one atomic volume, so the load does work \(\sigma_n\Omega\). The relaxation adds \(\sigma_hV_{\rm rel}\). If \(g_0\) is the stress-free formation free energy, the cost under load is

\[
g=g_0-\sigma_n\Omega-\sigma_hV_{\rm rel}.
\]

With \(N\) atoms and \(n\) vacancies there are \((N+n)!/(N!\,n!)\) arrangements. For large numbers, the derivative of the logarithm of this count with respect to \(n\) is \(\ln[(N+n)/n]\). Minimizing the free energy thus gives \(g-kT\ln[(N+n)/n]=0\), and the vacancy site fraction \(c=n/(N+n)\) is

\[
c_{\rm eq}=c_0\exp\!\left(\frac{\sigma_n\Omega+\sigma_hV_{\rm rel}}{kT}\right),\qquad c_0=e^{-g_0/kT}.
\]

This assumes dilute, non-interacting vacancies. For equal stresses and \(\Omega+V_{\rm rel}>0\), tension raises the concentration, as you said.

### What force acts on a vacancy that already exists

The work \(\sigma_n\Omega\) was done when an atom entered the boundary. It is not repeated when the vacancy later hops inside the crystal. A vacancy already present has the position-dependent energy

\[
E(x)=-\sigma_h(x)V_{\rm rel}.
\]

Treating \(-\sigma_n\Omega\) as a potential energy of the moving vacancy would add a spurious drift toward tension.

Consider hops between neighbouring planes a distance \(a\) apart, over a saddle of energy \(E_s\), with attempt rate \(\nu\). The net rate of hops to the right, per site, is

\[
j=\nu e^{-E_s/kT}\left[c_i e^{E_i/kT}-c_{i+1}e^{E_{i+1}/kT}\right].
\]

For slowly varying fields the bracket is \(-a\,\partial_x(c\,e^{E/kT})\). Carrying out the derivative gives

\[
j=-a\nu e^{-(E_s-E)/kT}\left[\frac{\partial c}{\partial x}+\frac{c}{kT}\frac{\partial E}{\partial x}\right].
\]

There are \(a/\Omega\) sites per unit area of a plane. Multiplying by this, and writing \(D_v=a^2\nu e^{-(E_s-E)/kT}\), we obtain the flux relative to the lattice:

\[
J_v=\frac{D_v}{\Omega}\left[-\frac{\partial c}{\partial x}+\frac{cV_{\rm rel}}{kT}\frac{\partial\sigma_h}{\partial x}\right].
\]

### The flux in local equilibrium

Suppose sources are so close and so active that \(c=c_{\rm eq}\) everywhere. At uniform temperature and composition,

\[
\frac{\partial c}{\partial x}=\frac{c}{kT}\left(\Omega\frac{\partial\sigma_n}{\partial x}+V_{\rm rel}\frac{\partial\sigma_h}{\partial x}\right).
\]

On substitution the two terms in \(V_{\rm rel}\) cancel. With the atomic diffusivity \(D_a=cD_v\),

\[
\boxed{J_v=-\frac{D_a}{kT}\frac{\partial\sigma_n}{\partial x},\qquad J_a=-J_v.}
\]

The second relation holds because each vacancy hop moves one atom the opposite way. Since \(D_a>0\), vacancies go down the gradient of \(\sigma_n\) and atoms go up it.

The atoms give the same answer directly. Inserting one at a loaded boundary lowers the free energy by \(\Omega\sigma_n\), so \(\mu_a=\mu_0-\Omega\sigma_n\). With \(1/\Omega\) atoms per volume and mobility \(D_a/kT\),

\[
J_a=-\frac{D_a}{\Omega kT}\frac{\partial\mu_a}{\partial x}=\frac{D_a}{kT}\frac{\partial\sigma_n}{\partial x}.
\]

If \(\sigma_n=\sigma_h\), the two parts of the vacancy flux can be compared. Ordinary diffusion carries the share \((\Omega+V_{\rm rel})/\Omega\), and elastic drift carries \(-V_{\rm rel}/\Omega\). For \(V_{\rm rel}=-0.2\,\Omega\) these are 0.8 and 0.2, both directed down the tension gradient.

The cancellation was tested on a chain of 400 sites with the hop rates above and a source at every site. The traction rose as a quarter sine wave from 22 to 250 MPa, while the mean stress followed a different, quadratic profile. For \(V_{\rm rel}/\Omega=-0.2\), 0 and 0.3, the computed flux differed from the boxed law by at most 0.13% of its peak value.

### When the direction can reverse

The boxed law requires local equilibrium. Without it, the direction must be found case by case. Suppose there are sources at the two ends of a line but none between. The steady flux is then constant, and the hopping result can be written as

\[
J_v=-M(x)\frac{\partial}{\partial x}\left(c\,e^{-\sigma_hV_{\rm rel}/kT}\right),\qquad M(x)>0.
\]

Its sign follows from the values of the bracket at the ends. If both ends are in equilibrium, the bracket there equals \(c_0e^{\Omega\sigma_n/kT}\), which is larger at the tense end, and vacancies still flow toward low tension. If the low-tension end holds \(q\) times its equilibrium concentration, the flow reverses when

\[
q>\exp\!\left(\frac{\Omega\,\Delta\sigma}{kT}\right),
\]

where \(\Delta\sigma\) is the difference in traction between the ends. For the line treated below, the threshold is about 1.8. A tenfold excess in the chain did drive vacancies up the tension gradient. Some other process would have to maintain such an excess at the low-tension end; a void surface that readily absorbs vacancies would remove it.

Another limit is a uniform vacancy population with no sources. Diffusion then vanishes at first, and the drift is \((D_vcV_{\rm rel}/\Omega kT)\,\partial_x\sigma_h\). For inward relaxation this also points toward lower tension, but now its size is set by \(V_{\rm rel}\) rather than \(\Omega\).

### The tension that belongs to the void

A void surface bears no normal traction, but it has surface energy \(\gamma\) per area. Removing one atom from a spherical void of radius \(r\) enlarges it by \(\Omega\). Since \(dA/dV=(8\pi r\,dr)/(4\pi r^2dr)=2/r\), this costs \(2\gamma\Omega/r\). The potential of an atom at the surface is therefore \(\mu_0-2\gamma\Omega/r\), the same as at a boundary under the tension

\[
\sigma_s=\frac{2\gamma}{r}.
\]

A void in a line under tension \(\sigma_0\) grows if \(\sigma_0>\sigma_s\), or \(r>2\gamma/\sigma_0\). A smaller void shrinks, because its surface then has the higher effective tension. The flow law is the same in both cases.

There is a trap in the word "tension". Take a fresh spherical void of radius \(R\) in an isotropic elastic solid under remote equal tension \(S\). Radial force balance requires \(u'+2u/r\) to be constant, so the displacement is \(u=Ar+C/r^2\). With shear modulus \(G\) and the other Lamé constant \(\lambda\), the stresses are

\[
\sigma_{rr}=(3\lambda+2G)A-\frac{4GC}{r^3},\qquad
\sigma_{\theta\theta}=(3\lambda+2G)A+\frac{2GC}{r^3}.
\]

Far away both must equal \(S\), so \((3\lambda+2G)A=S\). Zero traction at \(r=R\) gives \(C=SR^3/4G\). Hence

\[
\sigma_{\theta\theta}(R)=\tfrac32S,\qquad \tfrac13(\sigma_{rr}+2\sigma_{\theta\theta})=S.
\]

The mean stress has no gradient at all, and a flat boundary through the centre of the void initially has its greatest normal traction at the rim. Vacancies leave this peak in both directions. Where boundary and surface meet, rapid exchange of atoms makes their potentials equal, so the traction there falls to \(\sigma_s\). After this short adjustment \(\sigma_n\) rises from the void into the line, and that is the gradient meant here.

### How the void grows

Now take a line of length \(L\) with the void at \(x=0\) and a blocked end at \(x=L\). Describe its stress by one tension \(\sigma(x,t)\), initially \(\sigma_0\), and hold the void radius fixed. If a volume fraction \(\theta\) of atoms is inserted in the confined line, its tension falls by \(B\theta\), where \(B\) is an effective modulus of metal and surroundings. Conservation of atoms gives \(\partial_t\theta=-\Omega\,\partial_xJ_a\). Therefore, for constant \(D_a\),

\[
\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J_a}{\partial x}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{D_aB\Omega}{kT}.
\]

At early times the far end does not matter. Put \(\Delta\sigma=\sigma_0-\sigma_s\), \(\sigma=\sigma_s+\Delta\sigma f(\eta)\) and \(\eta=x/(2\sqrt{\kappa t})\). Then \(\partial_t f=-(\eta/2t)f'\) and \(\partial_x^2f=f''/(4\kappa t)\), so \(f''+2\eta f'=0\). This gives \(f'\propto e^{-\eta^2}\), and with \(f(0)=0\), \(f(\infty)=1\),

\[
\sigma=\sigma_s+\Delta\sigma\,\operatorname{erf}\!\left(\frac{x}{2\sqrt{\kappa t}}\right),\qquad
\left.\frac{\partial\sigma}{\partial x}\right|_0=\frac{\Delta\sigma}{\sqrt{\pi\kappa t}}.
\]

Let \(h\) be the added void volume divided by the cross-section of the line. Atoms leave at the rate \(J_a(0)\), so \(dh/dt=\Omega J_a(0)=(\kappa/B)\,\partial_x\sigma|_0\). Integration from zero gives

\[
h=\frac{2\Delta\sigma}{B}\sqrt{\frac{\kappa t}{\pi}}.
\]

For later times, expand \(\sigma-\sigma_s\) in \(\sin(m_nx/L)\) with \(m_n=(n+\tfrac12)\pi\). These functions vanish at the void and have zero slope at the blocked end. The initial constant \(\Delta\sigma\) has coefficients \(2\Delta\sigma/m_n\), and each term decays as \(e^{-m_n^2\kappa t/L^2}\). Since \(h=B^{-1}\int_0^L(\sigma_0-\sigma)\,dx\), and each sine integrates to \(L/m_n\),

\[
h=\frac{L\Delta\sigma}{B}\left[1-\sum_{n=0}^{\infty}\frac{2}{m_n^2}e^{-m_n^2\kappa t/L^2}\right].
\]

Growth stops at \(h_\infty=L\Delta\sigma/B\), when the whole line has relaxed to \(\sigma_s\).

### Numbers for a silver line

Take a silver line 20 µm long and 200 nm wide and high, at 473 K, with \(\sigma_0=250\) MPa and \(B=50\,000\) MPa. A void of radius 100 nm has already formed. Its volume equals that of 105 nm of line, and putting that many atoms into the line would have relieved about 260 MPa, so \(\sigma_0\) here means the tension that remains after the void has formed. Taking it as uniform is an idealization. Had the void grown by this same diffusion from a uniform 510 MPa, after about 50 h the tension would run from 22 to about 380 MPa with a mean of 250 MPa, and the next 10 h would add about 10 nm instead of the 22 nm found below; the 200 h value would change only from 83 to 82 nm. The void is as wide as the line, so we assume that it grows by lengthening along the line, while its end keeps a radius of curvature of 100 nm. The material values are rough: \(\gamma=1.1\) J/m², \(\Omega=0.0171\) nm³, and grain-boundary diffusion with prefactor 0.03 cm²/s and vacancy formation and migration energies of 0.5 and 0.4 eV.

The void has \(\sigma_s=2(1.1)/(10^{-7})\) Pa \(=22\) MPa, so \(\Delta\sigma=228\) MPa. The critical radius at 250 MPa is 8.8 nm, well below that of this void. Suppose first that \(\sigma_h=\sigma_n\) both in the line and at the void. With \(\Omega\sigma_0/kT=0.655\) and \(V_{\rm rel}=-0.2\,\Omega\), the vacancy concentration in the unrelaxed line exceeds that at the void by the factor

\[
\exp[0.8(0.655)(228/250)]=1.61.
\]

If the mean stress is instead the same at both places, as around the fresh spherical void above, the factor is 1.82.

Boundaries 0.5 nm wide in grains of 100 nm occupy a fraction of about 0.5/100 of the cross-section. Averaged over the line,

\[
D_a=(3\times10^{12})\,e^{-0.9/0.04076}\,(0.005)=3.86\ \text{nm}^2/\text{s}.
\]

Since \(B\Omega/kT=(50\,000/250)(0.6548)=131\), we get \(\kappa=506\) nm²/s. The line time \(L^2/\kappa\) is 220 h, so 10 h is early. Then \(\sqrt{\kappa t}=4270\) nm and

\[
h=\frac{2(228)}{50\,000}\,\frac{4270}{\sqrt\pi}\approx22\ \text{nm}.
\]

The tension rises away from the void at 30 MPa/µm and reaches 157 MPa at 5 µm. The void thickens by \(h/2t=1.1\) nm/h, which means about 700 atoms per second leaving it for the line. After 200 h the series gives \(h=83\) nm, near the final \(20\,000(228)/50\,000=91\) nm. A direct numerical solution of the stress equation on 400 cells agrees with both growth values to the digits given here.

What feeds the void is now clear. If every vacancy initially in the boundaries went to it, they would add 0.0008 nm, against a final 91 nm. Nearly all the arriving vacancies must be created during the process, as atoms enter boundaries in the line and relieve its tension.

### How far to trust these numbers

Diffusivity itself rises with tension. With a migration volume of \(0.1\,\Omega\), including this changes \(h\) from 22 to 25 nm at 10 h, and from 83 to 86 nm at 200 h. The activation energy matters more: an error of 0.05 eV changes early growth by a factor of 1.85 either way. Halving the void radius lowers the drive by 10%. The neglected elastic energy is of order \(\sigma_0/2B\), or 0.25%, of the load work. The rim adjusts in a time of order \(r^2/\kappa\), roughly 20 s, and a vacancy diffuses a distance of one grain width along a boundary in about \(6\times10^{-5}\) s. The latter supports local equilibrium, provided the boundaries also emit and absorb vacancies quickly.

Tensions of a few hundred MPa are a reasonable scale for confined metal lines, and a width of 200 nm is realistic, though wide compared with the finest wiring. The assumption most likely to fail in a real line is a continuous network of fine grain boundaries, since grains can span the line. If the side interfaces conduct as well as the boundaries, they add an area fraction \(4\delta/w\) to \(\delta/d\), where \(\delta\), \(w\) and \(d\) are the boundary width, line width and grain size. Early growth then rises by \(\sqrt{1+4d/w}=\sqrt3\approx1.7\). If only the lattice conducts but the line still contains active vacancy sources, lattice diffusion (prefactor about 0.4 cm²/s, activation energy about 1.9 eV) supplies about \(6\times10^{-8}\) of the transport, and early growth falls by the square root, to about \(2\times10^{-4}\) of the value above. These lattice parameters are extrapolated from much higher temperatures, so this figure is uncertain by about a factor of two. Dislocations, the usual sources inside a grain, also carry atoms along their cores, so growth in a real line without boundary paths can be much faster than this. Glide driven by shear stress could also relax the line and is not included.

Temperature has two opposing effects. At 373 K, with the same stress and void radius, the first 22 nm would take about 2900 h instead of 10 h. Cooling by 100 K also adds tension: for an expansion mismatch of \(1.6\times10^{-5}\) K⁻¹, an elastic response, and \(B\) taken as the modulus linking mean stress to isotropic insertion (in a real line the axial and lateral stresses differ), \(3(1.6\times10^{-5})(50\,000)(100)=240\) MPa. Since the time for a given early thickness varies as \(1/(\kappa\,\Delta\sigma^2)\), it drops to about 700 h. These times use a constant \(D_a\). With the stress-dependent diffusivity above, which matters more at low temperature and high tension, the three times become about 8 h, 2100 h and 370 h. The numerical output below lists the values used here.

## Calculated quantities

```
Silver line; material inputs are rough typical values
Temperature: 473 K
Lattice constant: 0.409 nm
Atomic volume: 0.0171 nm^3
Line length: 20000 nm
Line width and height: 200 nm
Grain size: 100 nm
Boundary width: 0.5 nm
Effective modulus B: 50000 MPa
Initial tension: 250 MPa
Void radius: 100 nm
Surface energy: 1.1 J/m^2
Boundary diffusion prefactor: 0.03 cm^2/s
Boundary vacancy formation energy: 0.5 eV
Boundary vacancy migration energy: 0.4 eV
Relaxation volume / atomic volume: -0.2
Migration volume / atomic volume: 0.1
Thermal energy kT: 0.04076 eV
Work Omega*sigma0 / kT: 0.6548
Void surface tension-equivalent stress: 22 MPa
Driving stress drop: 228 MPa
Critical void radius: 8.8 nm
Vacancy ratio, far line / void: 1.612
Fick share of vacancy flux: 0.8
Elastic drift share of vacancy flux: 0.2
Largest chain flux error / peak flux: 0.0013
Vacancy excess in counterexample: 10 times
Fresh void hoop stress / remote tension: 1.5
Effective atomic diffusivity: 3.861 nm^2/s
Stress diffusivity kappa: 505.6 nm^2/s
Line time L^2/kappa: 219.8 h
Tension gradient at void, 10 h: 30.15 MPa/um
Tension 5 um from void, 10 h: 157.1 MPa
Void growth rate, 10 h: 1.098 nm/h
Atoms leaving void, 10 h: 713 1/s
Added void thickness, 10 h, formula: 21.95 nm
Added void thickness, 10 h, numerical: 21.95 nm
Added void thickness, 200 h, series: 83.37 nm
Added void thickness, 200 h, numerical: 83.37 nm
Final added void thickness: 91.2 nm
Thickness from initial vacancy stock: 0.00079 nm
With stress-dependent D, 10 h: 24.94 nm
With stress-dependent D, 200 h: 85.79 nm
Early growth factor, equally fast interfaces: 1.732
Lattice / boundary transport: 5.9e-08
Drive at half void radius / drive: 0.9035
Elastic energy / load work: 0.0025
Rim relaxation time scale: 20 s
Vacancy time across one grain: 6.1e-05 s
Activation energy uncertainty: 0.05 eV
Resulting early growth factor: 1.85
Use temperature: 373 K
Expansion mismatch: 1.6e-05 1/K
Added thermal tension at use: 240 MPa
Time for 10 h growth at use, same stress: 2.94e+03 h
Same, with added tension: 697 h
```
